# Bethe-Salpeter Spectra Without Empty States: Batches, Projector and Lanczos Chain

**Definitions and conventions**

Atomic units are used in the algebra. The system is closed-shell, with \(N_v\) real orthonormal occupied orbitals \(\varphi_v\) per spin. The projector on them is \(P=\sum_v|\varphi_v\rangle\langle\varphi_v|\), and \(Q=1-P\) is the conduction projector. The density matrix per spin is \(\rho(r,r')\), equal to \(P\) in the ground state, and \(^T\) exchanges \(r\) and \(r'\). For a function \(n\), \(v[n](r)=\int n(r')/|r-r'|\,dr'\) and \(W[n](r)=\int W(r,r')n(r')\,dr'\), where \(W\) is a static, real, symmetric screened interaction, and \((pq|W|rs)=\int \varphi_p\varphi_q\,W[\varphi_r\varphi_s]\). A batch is a set of \(N_v\) functions \(a=\{a_v\}\) with \(Pa_v=0\), and \(a\cdot b=\sum_v\int a_vb_v\,dr\), without conjugation.

The model is the mean-field equation \(i\dot\rho=[H[\rho]+V(t),\rho]\) with the static COHSEX Hamiltonian
\[
H[\rho]=h+2v[n_\rho]-W(r,r')\rho(r,r')+\Sigma_{\rm COH},\qquad \Sigma_{\rm COH}=\tfrac12\delta(r-r')\,(W-v)(r,r'),
\]
where \(n_\rho(r)=\rho(r,r)\), \(h\) holds kinetic and nuclear terms, and the 2 counts spins. \(W\) is frozen: its change with \(\rho\) is neglected. The ground-state operator \(H\equiv H[P]\) is real and symmetric and is assumed to obey \([H,P]=0\). An electron has charge \(-1\), so a field \(F e^{-izt}\) along \(j\) gives \(V=Fx_je^{-izt}\), with \(\operatorname{Im}z>0\) so that it grows from zero in the past. Writing \(\rho=P+F\rho'e^{-izt}\), the induced dipole gives
\[
\alpha_{ij}(z)=-2\operatorname{Tr}(x_i\rho').
\]
The response is complex-linear, so the conjugate half of a real field can be treated separately, and \(\rho'\) is not Hermitian.

**1. One occupied orbital, fixed Hamiltonian**

Let \(H\varphi=\varepsilon\varphi\) and let \(H\) not respond. Terms of first order in \(F\) give \(z\rho'=[H,\rho']+[x_j,P]\). Since \(P[x_j,P]P=Px_jP-Px_jP=0\) and \(Q[x_j,P]Q=0\), the diagonal blocks have no source. Because \(H\) commutes with \(P\) and \(Q\), they obey \(zX=[H,X]\) alone. The map \(X\mapsto[H,X]\) has real eigenvalues, which are differences of levels, and \(z\) is not real, so \(P\rho'P=Q\rho'Q=0\). What remains is \(\rho'=Q\rho'P+P\rho'Q\), or
\[
\rho'(r,r')=a(r)\varphi(r')+\varphi(r)b(r'),\qquad a=Q\rho'\varphi,\quad b=Q\rho'^T\varphi .
\]
Apply \(Q(\cdots)\varphi\). The commutator gives \(QH\rho'\varphi-Q\rho'H\varphi=(H-\varepsilon)a\), and the source gives \(Qx_jP\varphi-QPx_j\varphi=Qx_j\varphi\equiv u_j\). For \(b\), transpose first: \([H,\rho']^T=\rho'^TH-H\rho'^T\) and \([x_j,P]^T=Px_j-x_jP\), so both terms change sign:
\[
za=(H-\varepsilon)a+u_j,\qquad zb=-(H-\varepsilon)b-u_j .
\]
The trace is \(\operatorname{Tr}(x_i\rho')=\int\varphi x_ia+\int bx_i\varphi=u_i\cdot(a+b)\), where \(Q\) could be inserted because \(a=Qa\) and \(b=Qb\). Nothing here needs an eigenfunction of \(H\) other than \(\varphi\).

Limit. With one empty level at distance \(\Delta\) and dipole element \(d\), \(a=d/(z-\Delta)\) and \(b=-d/(z+\Delta)\), so \(a+b=2\Delta d/(z^2-\Delta^2)\) and \(\alpha=4\Delta d^2/(\Delta^2-z^2)\). At \(z=0\) this is \(4d^2/\Delta\), which is \(-\partial^2E/\partial F^2\) for the second-order energy \(E=-2F^2d^2/\Delta\) of two electrons.

**2. Several occupied orbitals**

The block argument nowhere used that \(P\) has rank one, so it carries over as long as \([H,P]=0\), and
\[
\rho'(r,r')=\sum_v\big[a_v(r)\varphi_v(r')+\varphi_v(r)b_v(r')\big],\quad a_v=Q\rho'\varphi_v,\quad b_v=Q\rho'^T\varphi_v .
\]
Because \(H\) keeps the occupied space invariant, \(H\varphi_v=\sum_w\varphi_wE_{wv}\) with \(E_{wv}=\langle\varphi_w|H|\varphi_v\rangle\), and \(H-\varepsilon\) is replaced by
\[
(Da)_v=QHa_v-\sum_wa_wE_{wv},\qquad u_{j,v}=Qx_j\varphi_v .
\]
Under an orthogonal mixing \(\varphi\to\varphi U\) the batches mix as \(a\to aU\), \(b\to bU\) while \(\rho'\) is unchanged, so localized orbitals serve as well as canonical ones.

Limit. For canonical orbitals \(E\) is diagonal and \((Da)_v=(H-\varepsilon_v)a_v\), which is \(N_v\) copies of section 1. At \(z=0\), \(a=b=-D^{-1}u\), the Sternheimer equation.

The condition \([H,P]=0\) restricts the choice of \(H\). Self-consistent COHSEX satisfies it. So does a scissor Hamiltonian \(H_{\rm KS}+\Delta Q\) with Kohn-Sham orbitals. The equations below then linearize \(H_{\rm KS}+\Delta Q+2v[n_\rho-n_P]-W(r,r')(\rho-P)(r,r')\), with \(H_{\rm KS}\), \(P\) and \(Q\) held at their ground-state values, instead of the COHSEX functional. A correction assigned level by level to empty states commutes with \(P\) but needs those states for its definition. If \(QHP\neq0\), then \(P\) is not stationary and the expansion has no zeroth order.

**3. The Hamiltonian responds**

Now \(H[\rho]=H+F\,\delta H[\rho']e^{-izt}\), and \(\Sigma_{\rm COH}\) drops out at frozen \(W\):
\[
z\rho'=[H,\rho']+[\delta H[\rho'],P]+[x_j,P],\qquad \delta H[\rho']=2v[n_{\rho'}]-W\rho' .
\]
The new term has the form \([Y,P]\), so the diagonal blocks still vanish, and \(Q[Y,P]\varphi_v=QY\varphi_v\). The density is \(n_{\rho'}=\sum_w\varphi_w(a_w+b_w)\). The nonlocal term acts as
\[
\int W(r,r')\rho'(r,r')\varphi_v(r')dr'=\sum_wa_w(r)W[\varphi_w\varphi_v](r)+\sum_w\varphi_w(r)W[b_w\varphi_v](r).
\]
Define
\[
(K^xa)_v=Q\,\varphi_v\,v\Big[\sum_w\varphi_wa_w\Big],\quad (K^{1d}a)_v=Q\sum_wa_wW[\varphi_w\varphi_v],\quad (K^{2d}b)_v=Q\sum_w\varphi_wW[b_w\varphi_v],
\]
\[
A=D+2K^x-K^{1d},\qquad B=2K^x-K^{2d}.
\]
Then \(za=Aa+Bb+u_j\). In the transposed equation \(Q[Y,P]^T\varphi_v=-QY^T\varphi_v\), and \(\delta H[\rho']^T=\delta H[\rho'^T]\), because the Hartree term sees the diagonal alone and \(W\) is symmetric. Transposing \(\rho'\) exchanges \(a\) and \(b\), so \(zb=-Ab-Ba-u_j\). Together,
\[
(z-L)\begin{pmatrix}a\\b\end{pmatrix}=\begin{pmatrix}u_j\\-u_j\end{pmatrix},\quad L=\begin{pmatrix}A&B\\-B&-A\end{pmatrix},\quad \alpha_{ij}=-2\,u_i\cdot(a+b).
\]
The operator \(L\) is the Liouvillian written on batches. For a triplet response \(\rho'_\uparrow=-\rho'_\downarrow\) the induced Hartree potential \(v[n'_\uparrow+n'_\downarrow]\) vanishes, and \(2K^x\) is deleted from \(A\) and \(B\).

Both operators are symmetric. \(D\) is, because \(H\) and \(E\) are. The form \(a'\cdot K^xa\) is the Coulomb energy between \(\sum_v\varphi_va'_v\) and \(\sum_w\varphi_wa_w\). The form \(a'\cdot K^{1d}a=\sum_{vw}\int a'_va_wW[\varphi_w\varphi_v]\) returns to itself under \(a\leftrightarrow a'\), \(v\leftrightarrow w\), and \(a'\cdot K^{2d}b=\sum_{vw}\int a'_v\varphi_wW[b_w\varphi_v]\) does so under \(a'\leftrightarrow b\), \(v\leftrightarrow w\), \(r\leftrightarrow r'\).

Let \(\varphi_c\) be the empty eigenfunctions of \(H\), which span the range of \(Q\). Setting \(a'_v=\varphi_c\) and \(a_w=\varphi_d\) in single slots of these forms gives, for canonical orbitals,
\[
A_{cv,dw}=(\varepsilon_c-\varepsilon_v)\delta_{cd}\delta_{vw}+2(cv|v|wd)-(cd|W|wv),\qquad B_{cv,dw}=2(cv|v|wd)-(cw|W|dv).
\]
These are the matrices of the static Bethe-Salpeter equation with all empty states of the basis included. The batch form is the same operator without a choice of basis in the range of \(Q\). If \((a,b)\) is an eigenvector with eigenvalue \(\Omega\), then \((b,a)\) has \(-\Omega\).

Limits. For \(W=v\), \(\Sigma_{\rm COH}=0\) and \(H[\rho]\) is the Fock operator, so \(L\) is time-dependent Hartree-Fock. Deleting \(K^{1d}\) and \(K^{2d}\) leaves the Hartree (RPA) response. For one pair, \(A\) and \(B\) are numbers and \(\det(z-L)=z^2-A^2+B^2\), so \(\Omega^2=(A-B)(A+B)\), and \(\Omega\) is real while both factors are positive. At \(z=0\) the equation reads \([H,\rho']+[\delta H+x_j,P]=0\), the first derivative of the static condition \([H[\rho]+Fx_j,\rho]=0\), so for self-consistent \(H\) the value \(\alpha(0)\) is the finite-field polarizability at frozen \(W\). The Tamm-Dancoff approximation sets \(B=0\), whence \(a=-(A-z)^{-1}u_j\), \(b=-(A+z)^{-1}u_j\) and
\[
\alpha^{\rm TDA}_{ij}=2u_i\cdot\big[(A-z)^{-1}+(A+z)^{-1}\big]u_j .
\]

**4. What the projector does**

Remove every \(Q\), including that in the source, and let \(\tilde a_v,\tilde b_v\) be unrestricted, with \(\tilde\rho=\sum_v(\tilde a_v\varphi_v+\varphi_v\tilde b_v)\) and \(Y=\delta H[\tilde\rho]+x_j\). With canonical orbitals and \(\tilde a_{wv}=\langle\varphi_w|\tilde a_v\rangle\), the occupied components obey
\[
z\tilde a_{wv}=(\varepsilon_w-\varepsilon_v)\tilde a_{wv}+Y_{wv},\qquad z\tilde b_{vw}=-(\varepsilon_v-\varepsilon_w)\tilde b_{vw}-(Y^T)_{vw}.
\]
Since \((Y^T)_{vw}=Y_{wv}\), the sum \(s_{wv}=\tilde a_{wv}+\tilde b_{vw}=\langle\varphi_w|\tilde\rho|\varphi_v\rangle\) obeys \(zs_{wv}=(\varepsilon_w-\varepsilon_v)s_{wv}\) and vanishes for complex \(z\). Then \(\tilde\rho\) is built from \(Q\tilde a\) and \(Q\tilde b\) alone, these satisfy the projected equations, and \(\alpha\) is unchanged. In the full equation \(Q\) therefore fixes a gauge, the freedom to mix occupied orbitals among themselves.

The spectrum does change. Order the variables as \(s\), then \((Q\tilde a,Q\tilde b)\), then \(\tilde a_{wv}\). Each group is driven by itself and earlier groups, so the unprojected operator is block triangular, with eigenvalues \(\varepsilon_w-\varepsilon_v\), \(\pm\Omega_n\), and \(\varepsilon_w-\varepsilon_v\) again. The terms \(w=v\) make it singular at \(z=0\). Positivity is also lost: for the batch with \(\varphi_w\) in slot \(v\) and zero elsewhere, the forms of section 3 give
\[
\tilde a\cdot(\tilde A-\tilde B)\tilde a=\varepsilon_w-\varepsilon_v-(ww|W|vv)+(wv|W|wv),
\]
which is zero for \(w=v\) and negative whenever \(\varepsilon_w-\varepsilon_v<(ww|W|vv)-(wv|W|wv)\), so in particular when \(\varepsilon_w\) lies far enough below \(\varepsilon_v\).

In the Tamm-Dancoff form \(\tilde a\) feels \(\delta H[\sum\tilde a\varphi]\) and \(\tilde b\) feels \(\delta H[\sum\varphi\tilde b]\). The two sources \(Y\) differ, \(s\) is driven, and the occupied components enter \(\alpha\). Limit: with no kernel both sources are \(x_j\), \(B=0\) holds anyway, and the cancellation returns.

**5. The screened interaction without empty states**

Factor the Coulomb kernel on the space of basis-function products as \(v(r,r')=\sum_Ig_I(r)g_I(r')\). Take a Kohn-Sham ground state, with its own \(P,Q,\varphi_v,\varepsilon_v\). Section 2 at \(z=0\), with \(g_J\) in place of \(x_j\), gives \(a=b=\delta\varphi^J\), where
\[
(H_{\rm KS}-\varepsilon_v+\gamma P)\,\delta\varphi_v^J=-Qg_J\varphi_v .
\]
The shift \(\gamma P\) does nothing in the range of \(Q\), where the solution lies, and makes the operator positive definite when \(\gamma\) exceeds the width of the occupied spectrum and the empty levels lie above the occupied ones. The density of both spins is \(\chi_0g_J=2\sum_v\varphi_v(a_v+b_v)=4\sum_v\varphi_v\delta\varphi_v^J\), so
\[
\Pi_{IJ}=\int g_I\chi_0g_J=4\sum_v\langle\varphi_v|g_I|\delta\varphi_v^J\rangle .
\]
This equals \(-4\,(Qg_I\varphi)\cdot D^{-1}(Qg_J\varphi)\), which is symmetric and negative semidefinite when there is a gap. The static RPA condition is \(W=v+v\chi_0W\). Inserting \(W=\sum_{IJ}g_IZ_{IJ}g_J\) gives \(Z=1+\Pi Z\), so \(Z=(1-\Pi)^{-1}\) with no series to sum. With eigenvalues \(\lambda_i\ge1\) and eigenvectors \(c^i\) of \(\epsilon=1-\Pi\), and eigenpotentials \(e_i=\sum_Ic^i_Ig_I\),
\[
W(r,r')=v(r,r')+\sum_i(1/\lambda_i-1)\,e_i(r)e_i(r').
\]
In a finite orthonormal basis \(\chi_s\) the delta function in \(\Sigma_{\rm COH}\) becomes \(\sum_s\chi_s(r)\chi_s(r')\), which needs no eigenstate. Limit: as the gap grows, \(\Pi\to0\), every \(\lambda_i\to1\), and the Hartree-Fock limit of section 3 is reached.

**6. A Hermitian Lanczos chain**

Let \(q=a+b\), \(p=a-b\), \(M_\pm=A\pm B\). Adding and subtracting the two rows gives \(zq=M_-p\) and \(zp=M_+q+2u_j\). Multiply the second by \(z\) and insert the first: \(z^2p=M_+M_-p+2zu_j\). Then \(p=-2z(G-z^2)^{-1}u_j\) with \(G=M_+M_-\), and \(q=M_-p/z\), so
\[
\alpha_{ij}=-2u_i\cdot q=4\langle u_i|(G-z^2)^{-1}|u_j\rangle,\qquad \langle x|y\rangle\equiv x\cdot M_-y .
\]
Assume \(M_\pm>0\) on batches. The bracket is then a scalar product, and \(\langle x|Gy\rangle=x\cdot M_-M_+M_-y\) is symmetric and positive. So \(G\) has orthonormal eigenvectors \(\zeta_n\) with positive eigenvalues, which are \(\Omega_n^2\) because the source-free equations read \(Gp=z^2p\). Hence \(\alpha_{jj}=\sum_nf_n^{j}/(\Omega_n^2-z^2)\), \(f_n^j=4\langle u_j|\zeta_n\rangle^2\) and \(\sum_nf_n^j=4\mu\), where \(\mu=u_j\cdot M_-u_j\). If \(M_-\) has a negative direction, as without \(Q\), the norm fails. If \(M_+\) has one while \(M_->0\), then \(\langle x|Gx\rangle=(M_-x)\cdot M_+(M_-x)\) is negative for some \(x\), so some \(\Omega^2<0\) and the reference state is unstable.

Start from \(\xi_1=u_j/\sqrt\mu\) and iterate
\[
\beta_k\xi_{k+1}=G\xi_k-\tau_k\xi_k-\beta_{k-1}\xi_{k-1},\qquad \tau_k=\langle\xi_k|G\xi_k\rangle,
\]
with \(\beta_k>0\) fixed by normalization. For \(m<k-1\), \(\langle\xi_m|G\xi_k\rangle=\langle G\xi_m|\xi_k\rangle=0\), since \(G\xi_m\) lies in the span of \(\xi_1,\dots,\xi_{m+1}\). Three terms therefore suffice, and \(G\) restricted to \(n\) vectors is the tridiagonal \(T_n\). Each step applies \(M_+\) and \(M_-\) once to a batch. Define \(\alpha_n=4\mu[(T_n-z^2)^{-1}]_{11}\). Eliminating rows 2 to \(n\) from \((T_n-z^2)y=(1,0,\dots)\) gives \(y_1=1/(\tau_1-z^2-\beta_1^2y_1')\), where \(y_1'\) is the same element for the matrix without its first row and column. Repeating,
\[
\alpha_n=\cfrac{4\mu}{\tau_1-z^2-\cfrac{\beta_1^2}{\tau_2-z^2-\cdots}} .
\]
One chain serves every \(z\). When \(\beta_n=0\) the span is invariant under \(G\) and \(\alpha_n=\alpha_{jj}\). Eigenvalues of \(T_n\) estimate \(\Omega^2\), and \(4\mu\) times the squared first components estimate \(f^j\). Projecting the solution \(\sqrt\mu\sum_ky_k\xi_k\) on another source gives \(\alpha_{ij}\approx4\sqrt\mu\sum_k\langle u_i|\xi_k\rangle y_k\).

Each power of \(G\) reaches one vector further with a factor \(\beta\). Thus \(G^k\xi_1=\sum_m\xi_m(T_n^k)_{m1}\) for \(k<n\), while \(G^n\xi_1\) has the extra term \(\beta_1\cdots\beta_n\xi_{n+1}\). In \(\langle\xi_1|G^{k+l}\xi_1\rangle=\langle G^k\xi_1|G^l\xi_1\rangle\) with \(k,l\le n\), the extra term is orthogonal to everything else and survives for \(k=l=n\) alone. The moments \(\sum_mf^j_m\Omega_m^{2k}\) are reproduced for \(k\le2n-1\), and moment \(2n\) is short by \(4\mu(\beta_1\cdots\beta_n)^2\).

For real \(z^2<\Omega_1^2\), \(S=G-z^2>0\), and \(\langle x-S^{-1}u|S|x-S^{-1}u\rangle\ge0\) rearranges to \(\langle u|S^{-1}u\rangle\ge2\langle x|u\rangle-\langle x|Sx\rangle\). Over \(x=\sum_kc_k\xi_k\) the right side is \(2\sqrt\mu\,c_1-c^T(T_n-z^2)c\), whose maximum is \(\alpha_n/4\). The spaces are nested, so \(\alpha_n\) is a nondecreasing lower bound. The condition includes purely imaginary \(z\), where \(z^2<0\). The argument does not cover \(z\) with non-real \(z^2\), nor real \(z\) with \(z^2\ge\Omega_1^2\). Limit: for one pair \(\mu=d^2(A-B)\), \(\tau_1=(A+B)(A-B)\), \(\beta_1=0\), and with no kernel \(\alpha_1=4\Delta d^2/(\Delta^2-z^2)\), as in section 1.

**7. Water**

The geometry is rounded near equilibrium: O-H 0.96 Å, angle 105°, twofold axis \(z\), molecule in the \(yz\) plane. The basis is cc-pVDZ, symmetrically orthonormalized, with all electrons: 24 functions and 5 occupied orbitals, so a batch has \(24\times5=120\) components, of which \(19\times5=95\) are free. Diagonalizing the Coulomb integral matrix and keeping eigenvalues above \(10^{-10}\) hartree gives 278 factors \(g_I\). \(W\) comes from section 5 on the PBE ground state, and the largest \(\lambda_i\) are 3.06, 1.88 and 1.63. COHSEX built once on PBE orbitals has \(\|QHP\|=1.5\) eV (Frobenius norm), so \(H\) was iterated to self-consistency at frozen \(W\) by density mixing. This level omits diffuse functions and the continuum, dynamical self-energy and screening, the response of \(W\) and nuclear motion, and its numbers describe the model. They are not converged in the basis. With aug-cc-pVDZ and cc-pVTZ in place of cc-pVDZ, the gap moves from 17.58 to 14.31 and 17.23 eV, the lowest singlet from 9.20 to 8.48 and 9.42 eV, the lowest triplet from 8.39 to 7.95 and 8.68 eV, the distance of the lowest singlet below the gap from 8.4 to 5.8 and 7.8 eV, and the mean static polarizability from 0.69 to 1.18 and 0.89 Å³. The digits below serve to compare the methods within one basis.

The occupied levels run from \(-542.3\) to \(-13.139\) eV. The lowest empty level, computed for orientation, is 4.445 eV, and the gap is \(4.445+13.139=17.584\approx17.58\) eV. Direct diagonalization gives singlets at 9.20, 11.16, 11.90 and 13.95 eV (Tamm-Dancoff 9.24, 11.16, 11.97, 14.02 eV) and the lowest triplet at 8.39 eV. The lowest singlet lies \(17.58-9.20\approx8.4\) eV below the gap. The smallest eigenvalues of \(M_-\) and \(M_+\) are 8.72 and 9.67 eV, so section 6 applies. Without \(Q\) the first becomes \(-544\) eV, close to the value \(-543.8\) eV that the expression of section 4 gives for the core orbital placed in the slot of the highest occupied one, whose leading term is the level difference \(-542.3+13.1=-529.2\) eV.

The \(z\) chain, run with full reorthogonalization, has \(4\mu=9.2810\) in atomic units, and \(\tau_1=20085.0\), \(\tau_2=312475.9\) and \(\beta_1=70344.5\) eV². The unit factor hartree²·bohr³ is 109.7248 eV²Å³, so the numerator is \(9.2810\times109.7248=1018.36\). At \(z=0\),
\[
\alpha_1=\frac{1018.36}{20085.0}=0.0507\ \text{Å}^3,\qquad \alpha_2=\frac{1018.36}{20085.0-15835.9}=0.2397\ \text{Å}^3,
\]
with \(\beta_1^2/\tau_2=15835.9\) eV². By the moment rule \(\tau_1\) is the \(f\)-weighted mean of \(\Omega^2\), and its root is 142 eV, far above the optical range. Longer chains, in double precision, give in Å³:

| \(n\) | \(\alpha_n(0)\) | \(\alpha_n(10+0.5i\ \text{eV})\) |
|---|---|---|
| 5 | 0.405 | 0.426 + 0.002i |
| 10 | 0.519 | 0.568 + 0.006i |
| 20 | 0.688 | 1.013 + 0.065i |
| 30 | 0.7048 | 1.255 + 0.174i |
| full | 0.7050 | 1.263 + 0.180i |

The static column rises from below. The static tensor is 0.436, 0.936 and 0.705 Å³ for \(xx\), \(yy\), \(zz\), with mean 0.692 Å³ (4.67 bohr³). A four-point field derivative of the self-consistent dipole, with step 0.103 V/Å, gives the same three values.

The first bright eigenvalue of the \(x\) chain has square root \(\Omega=9.1976\) eV, with orientation-averaged strength \(f^x/3=0.02791\), so \(f^x=0.0837\). At \(z=10+0.5i\) eV, \(z^2=99.75+10i\) and \(\Omega^2=84.60\) eV², and this pole contributes
\[
\frac{0.0837\times109.72}{-15.15-10i}=-0.42+0.279i\ \text{Å}^3
\]
to a total \(\alpha_{xx}=-0.077+0.281i\) Å³. It carries nearly the whole imaginary part, and its real part is negative because 10 eV lies above it. In this basis it outweighs the \(+0.35\) Å³ of all other poles, but the sign of the total depends on the basis: the real part of \(\alpha_{xx}\) is \(+0.55\) Å³ in aug-cc-pVDZ and \(+0.06\) Å³ in cc-pVTZ. At this frequency the unprojected full equation, solved directly, gives \(\alpha_{zz}=1.263+0.180i\) Å³ again, while the Tamm-Dancoff value moves from \(1.41+0.18i\) with \(Q\) to \(4.11+0.70i\) Å³ without it.

The number of steps needed to bring the error below \(10^{-4}\), relative to the full chain at this frequency, is 28, 36 and 38 for \(x\), \(y\), \(z\) in this run, and can change slightly with rounding. This is more than symmetry allows. The basis splits into \(11a_1+2a_2+4b_1+7b_2\), the occupied orbitals into \(3a_1+b_1+b_2\), and the empty space into \(8a_1+2a_2+3b_1+6b_2\). The \(x\) sector (\(B_1\)) has \(3\times3+8+2=19\) pairs, the \(y\) sector \(3\times6+8+2=28\) and the \(z\) sector \(3\times8+3+6=33\), and in exact arithmetic each chain ends by that step. The computed chains leave their sectors. Rounding errors seed core excitations of other symmetry, whose \(\Omega^2\) is of the order of \(\tau_2\), repeated application of \(G\) amplifies them, and steps are spent on them. With 80-digit arithmetic inside each sector, 17, 24 and 27 steps suffice. The last rows of the table are delayed in the same way: without rounding, \(n=20\) gives 0.694 and \(1.072+0.083i\) Å³, and \(n=30\) already gives the full values to the digits shown. Where symmetry is known, projecting each new vector on its sector avoids the loss.

Keeping the 5, 20 or 50 eigenpotentials of largest \(\lambda_i\) in the kernel, at fixed \(H\), puts the lowest singlet at 9.145, 9.177 and 9.1975 eV, with errors of \(-0.0525\), \(-0.021\) and \(-0.0001\) eV relative to the untruncated 9.1976 eV. The rank of \(\Pi\) is at most 95. The errors are negative because the electron-hole attraction in \(K^{1d}\) is screened less: truncating \(W\) there alone shifts the level by \(-0.055\) and \(-0.021\) eV for 5 and 20 eigenpotentials, while truncating it in \(K^{2d}\) alone shifts it by \(+0.002\) eV and by less than 0.0001 eV in size. The omitted terms enter \(K^{1d}\) as products \((cd|e_i)(e_i|wv)\) of no fixed sign, so the negative sum is a result for this state and not a general rule.
